# Tensile stress in a bonded amorphous film that shrinks on crystallising

## Problem

An amorphous film is bonded to a thick, stiff substrate and is free of stress. It is then crystallised. If it were detached, crystallisation would reduce its volume by 1.00 percent, with equal shrinkage in all directions. The crystallised film is elastically isotropic, with biaxial modulus $M=150$ GPa and Poisson ratio $\nu=0.20$.

(a) Find the stress in the bonded film, with its sign, assuming that the response is purely elastic.

(b) Find the change in the film's thickness and in its actual volume.

(c) Estimate the error made by treating the strains as small.

(d) Take the film to be germanium, 100 nm thick, crystallised at 450 °C on display glass 0.50 mm thick. Estimate how far the answer to (a) is changed by the compliance of the glass, by cooling to 20 °C, by crystal orientation and by stress relaxation. Estimate also the thickness at which the film might crack.

Rough values for (d) are: biaxial modulus of the glass $M_s=100$ GPa; expansion coefficients 6.0 ppm/K for the film and 3.5 ppm/K for the glass; cubic elastic constants of germanium $C_{11}=126$, $C_{12}=44$, $C_{44}=68$ GPa; fracture energy 2 J/m².

## Solution

### (a) The stress

Let $D=0.01$ be the fractional volume loss of the detached film. Each of its lengths is multiplied by the same factor $\lambda$, and the volume by $\lambda^3=1-D$. The free linear strain is therefore

$$\lambda-1=(1-D)^{1/3}-1\approx-\frac{D}{3}=-0.333\ \text{percent}.$$

This is the strain at which the crystallised film carries no stress. Strains are measured from the original amorphous film, and extension is positive.

The bond to a rigid substrate keeps the in-plane dimensions unchanged, so the total in-plane strain is zero. The total is the sum of the free strain and the elastic strain $e$:

$$0=-\frac{D}{3}+e\quad\Rightarrow\quad e=+\frac{D}{3}.$$

The film has not been lengthened, but it is longer than its new natural length. It is therefore in tension, and tensile stress is counted positive.

The two in-plane directions are equivalent, so $\sigma_x=\sigma_y=\sigma$. Nothing pulls on the top surface, so $\sigma_z=0$ there, and in a thin uniform film away from its edges $\sigma_z=0$ throughout. Hooke's law for the $x$ direction, with Young modulus $E$, gives

$$e=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E}=\frac{(1-\nu)\sigma}{E}.$$

Solving for the stress,

$$\sigma=\frac{E}{1-\nu}\,e=M\,\frac{D}{3},\qquad M=\frac{E}{1-\nu}.$$

With the given numbers,

$$\sigma=150\ \text{GPa}\times\frac{0.01}{3}=0.500\ \text{GPa}=500\ \text{MPa}.$$

Two factors matter here. Using the volume strain in place of the linear strain would give 1500 MPa. Using $E=(1-\nu)M=120$ GPa in place of $M$ would give 400 MPa, because it leaves out the tension in the second in-plane direction.

The result can be checked without using the biaxial modulus formula. The three-dimensional elastic energy is written with the free strain $-D/3$ along each axis, the in-plane total strains are held at zero, and the energy is minimised over the normal strain. The slope of the energy with respect to an in-plane strain is then the stress. Done numerically, this gives 500.00 MPa.

### (b) Thickness and volume

In-plane tension makes the film thinner through the Poisson effect. The elastic normal strain is

$$e_z=-\frac{\nu(\sigma_x+\sigma_y)}{E}=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,\frac{D}{3},$$

where the last step uses $\sigma/E=e/(1-\nu)$. Adding the free strain gives the total normal strain:

$$\varepsilon_z=-\frac{D}{3}\left(1+\frac{2\nu}{1-\nu}\right)=-\frac{D}{3}\,\frac{1+\nu}{1-\nu}=-0.333\times\frac{1.2}{0.8}=-0.500\ \text{percent}.$$

A film 100 nm thick becomes 0.5 nm thinner. To first order the volume change is the sum of the three total strains. Two of them are zero, so the volume of the bonded film also falls by 0.500 percent. This is half the free contraction, because the tension holds the crystal dilated.

The limit $\nu\to\tfrac12$ shows what the constraint does. An incompressible crystal must take its full natural volume, and the formula gives $\varepsilon_z\to-D$: the whole contraction appears in the thickness. The stress does not vanish, since $M\to2E$ and $\sigma\to2ED/3$. Thinning alone cannot remove the tension, because the film still has the wrong shape: too wide and too thin.

### (c) The small-strain error

The cube root gives a linear contraction of 0.3345 percent, against 0.3333 percent to first order. If the elastic stretch is measured from the new natural length, it is $1/\lambda-1$, and multiplication by $M$ gives 503.4 MPa. If logarithmic strain is used, $-\ln\lambda$ gives 502.5 MPa. The two differ because linear elasticity does not specify which strain measure to use at second order. Both lie within 1 percent of the first-order value, so 500 MPa is as precise as the model warrants. The nonlinear (third-order) elasticity of a real crystal enters at the same order; in germanium it softens the film under tension by 1 to 2 percent at this strain. The error is thus of order 1 percent, and linear elasticity does not fix its sign.

### (d) A germanium film on glass

**Compliance of the glass.** The film pulls on the top of the glass with a force per unit width $F=\sigma h_f$, where $h_f$ is the film thickness. For $h_f\ll h_s$, with $h_s$ the glass thickness, this force has two effects on a plate that is free to bend. It compresses the plate uniformly by $F/(M_sh_s)$. It also exerts a moment $Fh_s/2$ about the mid-plane, which is balanced by the bending stiffness $M_sh_s^3/12$ times the curvature $\kappa$:

$$\frac{Fh_s}{2}=\frac{M_sh_s^3}{12}\,\kappa\quad\Rightarrow\quad\kappa=\frac{6\sigma h_f}{M_sh_s^2}.$$

This is the Stoney relation. Bending shortens the top surface by a further $\kappa h_s/2=3F/(M_sh_s)$, so the total shortening there is $4F/(M_sh_s)$. The film loses this much strain, and its stress falls by the fraction

$$\frac{M}{\sigma}\,\frac{4\sigma h_f}{M_sh_s}=\frac{4Mh_f}{M_sh_s}=4\times\frac{150}{100}\times\frac{100\ \text{nm}}{500\,000\ \text{nm}}=0.12\ \text{percent}.$$

The loss is 0.6 MPa, so the glass may be treated as rigid. The curvature is 0.0120 m⁻¹, a radius of about 83 m, with the film on the concave side. This holds while the sag $\kappa R^2/2$ of a piece of radius $R$ is small against $h_s$; the two become equal near $R\approx0.3$ m, and pieces of that size or larger curve less than the Stoney value. A full force and moment balance of the two layers gives 0.01199 m⁻¹ and the same fractional loss to the digits quoted.

**Cooling.** On cooling by $\Delta T=430$ K, the free film would shrink more than the glass. The bond prevents the difference, which becomes additional elastic extension:

$$\sigma_T=M(\alpha_f-\alpha_s)\Delta T=150\ \text{GPa}\times2.5\times10^{-6}\ \text{K}^{-1}\times430\ \text{K}=161\ \text{MPa}.$$

If the amorphous film is free of stress at 450 °C, just before it crystallises, and if the response stays elastic and the coefficients are constant, the tension at room temperature is about 660 MPa. If the amorphous film were instead free of stress at 20 °C, heating would first compress it elastically. With the same expansion coefficient as the crystal, that compressive strain would cancel the extension added on cooling, and the tension at room temperature would return to 500 MPa. On a substrate that contracts more than the film, this term would be compressive. The term rests on a small difference: each 0.1 ppm/K in $\alpha_f-\alpha_s$ changes it by about 6.5 MPa. The coefficient of germanium rises with temperature, and a mean of roughly 6.4 ppm/K over this interval would give about 190 MPa.

**Orientation.** A cubic crystal does not have a single biaxial modulus. For a film with (100) planes parallel to the surface, the condition $\sigma_z=2C_{12}e+C_{11}e_z=0$ gives $e_z=-2C_{12}e/C_{11}$. Substituting this in $\sigma=(C_{11}+C_{12})e+C_{12}e_z$ gives

$$M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=139\ \text{GPa}.$$

For a (111) film, equal biaxial stress has the cube-axis components $2\sigma/3$ on the diagonal and $-\sigma/3$ off it. The strain components are therefore $2\sigma/(3B)$ on the diagonal, with $B=C_{11}+2C_{12}$, and $-\sigma/(6C_{44})$ off it. A unit vector $\mathbf t$ in the plane satisfies $t_1+t_2+t_3=0$. Squaring this gives $\sum_{i\ne j}t_it_j=-1$, so the strain along $\mathbf t$ is

$$e=\frac{2\sigma}{3B}+\frac{\sigma}{6C_{44}}=\sigma\,\frac{B+4C_{44}}{6C_{44}B}
\quad\Rightarrow\quad M_{111}=\frac{6C_{44}B}{B+4C_{44}}=180\ \text{GPa}.$$

At the same contraction $D$, the tensions are 464 MPa for (100) and 599 MPa for (111). The stated 150 GPa lies between the two moduli.

**Relaxation.** Suppose that crystallisation takes a time $t_c$ and builds up stress at the steady rate $\sigma_0/t_c$, where $\sigma_0=500$ MPa. Suppose also that flow removes stress with a single relaxation time $\tau$:

$$\frac{d\sigma}{dt}=\frac{\sigma_0}{t_c}-\frac{\sigma}{\tau}.$$

Multiplying by $e^{t/\tau}$ turns this into $d(\sigma e^{t/\tau})/dt=(\sigma_0/t_c)e^{t/\tau}$. Integrating from $\sigma=0$ at $t=0$ up to $t_c$ gives

$$\sigma(t_c)=\sigma_0\,\frac{1-e^{-x}}{x},\qquad x=\frac{t_c}{\tau}.$$

For $x\to0$ the elastic value returns; for $x\gg1$ the stress tends to $\sigma_0/x$ and becomes small. The model gives 476 MPa at $x=0.1$ and 316 MPa at $x=1$. These ratios are illustrations, not data for germanium. Some relief is plausible: at a misfit of 0.33 percent, the equilibrium thickness above which dislocation glide lowers the energy of a single-crystal germanium layer is roughly 30 to 45 nm, less than 100 nm. How much is relieved depends on grain size and kinetics, which this model does not contain.

**Cracking.** The elastic energy density before cracking is half of stress times strain, summed over two directions: $\sigma e=\sigma^2(1-\nu)/E$. Next to a long crack through the film, the stress across the crack is relieved, while the strain $e$ along it is still imposed. The remaining stress is $Ee=(1-\nu)\sigma$, and the remaining energy density is $Ee^2/2=\sigma^2(1-\nu)^2/(2E)$. The energy density released is the difference:

$$w=\frac{\sigma^2(1-\nu)}{2E}\,[2-(1-\nu)]=\frac{\sigma^2(1-\nu^2)}{2E}=1.0\ \text{MJ/m}^3.$$

Assume that the relieved band is four film thicknesses wide. This width is an estimate. The plane-strain elastic solution gives about 3.9 thicknesses when film and substrate have equal moduli, and about 4.7 for this film on the more compliant glass (taking its Poisson ratio as 0.23), which would lower the cracking thicknesses below by about 15 percent. A unit length of crack has area $h_f$ and relieves a volume $4h_f^2$, so the energy released per crack area is

$$4h_fw=4\times10^{-7}\ \text{m}\times1.0\times10^{6}\ \text{J/m}^3=0.4\ \text{J/m}^2.$$

This is below the rough fracture energy of 2 J/m², so cracking is not expected at 100 nm in this estimate. The two energies become equal at a thickness of about 500 nm. That figure uses the crystallisation stress alone. With the thermal tension included, the stress is about 660 MPa and the estimated thickness falls to about 290 nm, because the released energy density grows as $\sigma^2$.

**The model and a real film.** The modulus of 150 GPa is a rough value for germanium: the cubic constants above give about 163 GPa for randomly oriented grains, which would raise the tension to about 545 MPa. The contraction of 1 percent is a rough figure that depends on how densely the amorphous film was deposited, and the stress is proportional to it. The stress-free start and the absence of flow are also assumptions that a real film may not satisfy. Each 0.1 percent of in-plane elastic strain changes the stress by 150 MPa: upward if it is an extension retained from deposition, downward if it is a retained compression or an extension lost to flow. The 500 MPa is thus the elastic contribution of crystallisation, and a measured film stress would also contain these other contributions. The input values are listed in the numerical output.

## Numbers as computed

```
INPUTS
volume contraction: 1.00 percent
film biaxial modulus: 150.0 GPa
Poisson ratio: 0.20
Young modulus: 120.0 GPa
film thickness: 100 nm
substrate thickness: 0.50 mm
substrate biaxial modulus: 100 GPa
MAIN RESULT
first-order linear contraction: 0.3333 percent
cube-root linear contraction: 0.3345 percent
elastic tension, formula: 500.00 MPa
elastic tension, energy minimum: 500.00 MPa
thickness strain = bonded volume change: -0.500 percent
tension, finite stretch: 503.36 MPa
tension, logarithmic strain: 502.52 MPa
wrong: volume strain used as linear: 1500 MPa
wrong: Young modulus used: 400 MPa
NEGLECTED EFFECTS
stress lost to substrate compliance: 0.60 MPa
fractional loss, plate: 0.1199 percent
fractional loss, formula: 0.1200 percent
Stoney curvature: 0.01200 1/m
two-layer plate curvature: 0.01199 1/m
radius of curvature: 83.3 m
film expansion coefficient: 6.0 ppm/K
glass expansion coefficient: 3.5 ppm/K
anneal and room temperature: 450, 20 deg C
cooling interval: 430 K
added thermal tension: 161.3 MPa
tension after cooling: 661.3 MPa
cubic constants C11, C12, C44: 126, 44, 68 GPa
biaxial modulus (100), (111): 139.3, 179.7 GPa
tension (100), (111): 464, 599 MPa
tension if t_c/tau = 0.1: 475.8 MPa
tension if t_c/tau = 1.0: 316.1 MPa
stress per 0.1 percent in-plane strain: 150 MPa
energy density released by channel: 1.000 MJ/m^3
assumed relieved width: 4 film thicknesses
energy per crack area: 0.400 J/m^2
rough fracture energy: 2.0 J/m^2
estimated cracking thickness: 500 nm
```
